# Curvature of Peaks and Valleys under Isotropic Surface Recession

A rippled surface is etched by a process that removes the same thickness from every exposed element, whichever way that element faces. Equal removal might be expected to leave the shape alone, or to smooth it everywhere. It does neither. The floor of a valley becomes more gently curved, while the top of a peak becomes more sharply curved, until the peak turns into a corner. The reason is geometric: equal distances are removed along normals that point in different directions.

Let each surface element move into the solid along its own normal at speed $R(t)$. The removed depth is

$$
s=\int_0^t R(t')\,dt'.
$$

In atomic layer etching with $N$ cycles and an etch per cycle $a$, this is $s=Na$, provided that each cycle removes the same normal thickness everywhere. The rate must therefore not depend on orientation, curvature or position. Shadowing, limited transport of reactants, redeposition and crystal anisotropy are excluded, and the surface is treated as an initially smooth continuum.

Consider first a profile $z=h(x)$, uniform in the third direction, with solid below it. The abbreviations are

$$
p=h'(x),\qquad W=\sqrt{1+p^2},\qquad \kappa_0=-\frac{h''}{W^3}.
$$

The minus sign makes curvature positive where the solid is convex, at a peak, and negative where it is concave, in a valley. A peak of radius $\rho$ has $\kappa_0=1/\rho$, and a valley of radius $\rho$ has $\kappa_0=-1/\rho$.

The remaining solid can be defined without mentioning curvature. After removal to depth $s$, a point survives if it lies at least a distance $s$ from the original exterior, that is, if a ball of radius $s$ centred on it fits inside the original solid. While the front is smooth, this front of constant distance advances along its normal by $ds$ when $s$ grows by $ds$, as the etching rule requires.

Place the centre of the ball at $(X,z)$. At horizontal offset $u$ its upper boundary has height $z+\sqrt{s^2-u^2}$, which must not exceed $h(X+u)$. The highest surviving centre is therefore

$$
z(X,s)=\min_{|u|\le s}\left[h(X+u)-\sqrt{s^2-u^2}\right].
$$

Successive removals add. Any displacement of length at most $a+b$ can be split into one of length at most $a$ and one of length at most $b$, so removing $a$ and then $b$ excludes the same points as removing $a+b$ at once. This is why the number of cycles enters through the total depth alone.

To find the minimum, set the derivative of the bracket with respect to $u$ to zero. The derivative of $-\sqrt{s^2-u^2}$ is $u/\sqrt{s^2-u^2}$, which tends to $-\infty$ at $u=-s$ and to $+\infty$ at $u=s$. The minimum therefore lies inside the interval. With $x=X+u$ for the original point touched by the ball,

$$
p+\frac{u}{\sqrt{s^2-u^2}}=0,
\qquad u=-p\sqrt{s^2-u^2}.
$$

Squaring gives $u^2=p^2(s^2-u^2)$, or $u^2(1+p^2)=p^2s^2$. Since $u$ has the sign opposite to $p$,

$$
u=-\frac{sp}{W},\qquad \sqrt{s^2-u^2}=\frac{s}{W}.
$$

The new position of the surface element that started at $x$ is thus

$$
X=x+\frac{sp}{W},\qquad Z=h(x)-\frac{s}{W}.
$$

This is a displacement of length $s$ along the inward normal $(p,-1)/W$. On the left flank of a peak $p>0$ and the element moves right; on the right flank it moves left. Both flanks approach the axis of the peak. Around a valley the signs are reversed and the elements spread apart.

The derivatives of this map contain the whole curvature law. Since $dW/dx=ph''/W$,

$$
\frac{d}{dx}\left(\frac pW\right)
=\frac{h''}{W}-\frac{p^2h''}{W^3}
=\frac{h''(W^2-p^2)}{W^3}
=\frac{h''}{W^3},
$$

$$
\frac{d}{dx}\left(\frac1W\right)=-\frac{ph''}{W^3}.
$$

Inserting these, and using the definition of $\kappa_0$,

$$
\frac{dX}{dx}=1+\frac{sh''}{W^3}=1-\kappa_0s,
$$

$$
\frac{dZ}{dx}=p+\frac{sph''}{W^3}=p(1-\kappa_0s).
$$

Their ratio is $dZ/dX=p$. Each moving element keeps its original slope, and hence its normal and its value of $W$. The curvature of the new front is then

$$
\kappa(s)=-\frac{1}{W^3}\frac{dp}{dX}
=-\frac{1}{W^3}\frac{h''}{1-\kappa_0s},
$$

or

$$
\boxed{\kappa(s)=\frac{\kappa_0}{1-\kappa_0s}}.
$$

Differentiation with respect to $s$ at a fixed element gives

$$
\frac{d\kappa}{ds}
=\frac{\kappa_0^2}{(1-\kappa_0s)^2}
=\kappa^2.
$$

The signed curvature never decreases. For a peak this takes a positive number further from zero, which is sharpening. For a valley it takes a negative number towards zero, which is rounding. An inflection point, with $\kappa_0=0$, remains an inflection point for as long as its element survives on the front.

For $\kappa_0\neq0$ the reciprocal form is simpler still:

$$
\frac1{\kappa(s)}=\frac1{\kappa_0}-s.
$$

A peak radius changes from $\rho$ to $\rho-s$, and a valley radius from $\rho$ to $\rho+s$. For shallow removal, $|\kappa_0|s\ll1$, the law becomes $\kappa\simeq\kappa_0+\kappa_0^2s$, so a peak and a valley of equal radius at first change their curvature magnitudes at equal and opposite rates. The symmetry is then lost. If the top of a peak survives that long, its curvature diverges at the finite depth $s=\rho$, whereas at the bottom of a valley that survives to $s\gg\rho$ the curvature tends to $-1/s$ and the initial radius is forgotten. A flat-topped peak with sharper shoulders can lose its top earlier, because corners form at the shoulders first and then consume it.

The cause can be seen in the arc length between two fixed normal directions. Let $d\ell_0=W\,dx$ be an element of the original arc. Because $W$ is conserved, its length after etching is

$$
d\ell=W\,dX=(1-\kappa_0s)\,d\ell_0.
$$

Integrating over an arc of initial length $L_0$ gives

$$
L(s)=L_0-s\,\Delta\theta,\qquad
\Delta\theta=\int\kappa_0\,d\ell_0.
$$

Here $\Delta\theta$ is the signed angle through which the normal turns along the arc. It is fixed, because every element keeps its normal. At a peak the same turn is packed into a shorter arc, so the curvature must rise. In a valley $\Delta\theta$ is negative, the arc lengthens, and the same turn is spread out.

As a worked example take the model ripple

$$
h(x)=A\cos(qx),\qquad q=\frac{2\pi}{\lambda},
$$

with $A=5$ nm, $\lambda=100$ nm and an etch per cycle of $0.5$ nm. These are round parameters and do not describe a particular material. The initial curvature is

$$
\kappa_0(x)=\frac{Aq^2\cos(qx)}{\left[1+A^2q^2\sin^2(qx)\right]^{3/2}}.
$$

At a peak the numerator is largest and the denominator smallest, so the greatest curvature is

$$
Aq^2=5\times\frac{4\pi^2}{100^2}\ \mathrm{nm}^{-1}
=0.01974\ \mathrm{nm}^{-1}.
$$

The peaks and valleys both start with a radius of $50.66$ nm. After 50 cycles the removed depth is $50\times0.5=25$ nm, and the radii are

$$
\rho_{\rm peak}=50.66-25=25.66\ \mathrm{nm},
$$

$$
\rho_{\rm valley}=50.66+25=75.66\ \mathrm{nm}.
$$

The peak curvature has nearly doubled, while the magnitude of the valley curvature has fallen by about one third. After 80 cycles, or 40 nm, the radii are $10.66$ and $90.66$ nm.

These predictions were tested against fronts constructed from the ball condition, with slope and curvature obtained by finite differences. Six original positions, from peak to valley and including the inflection point, were followed to depths of 10, 25 and 40 nm. The largest curvature discrepancy was $1.3\times10^{-5}$ of the initial peak curvature. The radii measured at the peak and at the valley are listed in the numerical output.

The arc-length argument can be read from the same ripple. Take the part of the peak whose normals lie within $10^\circ$ of the vertical. Its total turn is $20^\circ$, or $0.3491$ rad, and its initial length is $19.07$ nm. After 25 nm of removal,

$$
L_{\rm peak}=19.07-25\times0.3491=10.34\ \mathrm{nm}.
$$

The corresponding valley arc grows to

$$
L_{\rm valley}=19.07+25\times0.3491=27.80\ \mathrm{nm}.
$$

The convex region also narrows as a whole. Its edges are the inflection points at $x=\pm\lambda/4$, where the slope has magnitude $Aq$. Each moves towards the peak by $sAq/\sqrt{1+A^2q^2}$, so the width becomes

$$
w(s)=\frac{\lambda}{2}-\frac{2sAq}{\sqrt{1+A^2q^2}}.
$$

It falls from $50$ nm to $35.0$ nm after 25 nm of removal. The formula holds until $w$ reaches zero, at $s=83.4$ nm, where the inflection points arrive at the axis of the peak and are removed. The sharpening peaks thus occupy a shrinking share of each period, and the opening valleys a growing one.

The smooth description ends when $dX/dx=1-\kappa_0s$ first reaches zero. For a height profile with a positive maximum curvature this happens at

$$
s_*=\frac1{\max\kappa_0}.
$$

Before that depth $X(x)$ increases everywhere. For a periodic profile, such as the ripple, it also covers the whole line, because the horizontal displacement is bounded. Each $X$ therefore belongs to one original point, and no two parts of the front can have collided earlier. For the ripple $s_*=50.66$ nm, which corresponds to $101.3$ cycles, so the peak curvature diverges within the 102nd cycle. At that depth the slope is still continuous: near the axis $X\propto x^3$ and the drop from the apex is proportional to $x^4$, so the front falls away as $|X|^{4/3}$. The corner opens from zero angle beyond $s_*$. At 100 cycles the formula gives a peak radius of only $0.66$ nm. That is a statement about the continuum model; on a real solid, atomic structure would matter before such a radius was reached.

A body that is not described by a single height function can fail sooner, because fronts arriving from opposite sides may meet. A peanut-shaped section with polar radius

$$
r(\varphi)=100\,(1+0.6\cos2\varphi)\ \mathrm{nm}
$$

shows this. The half-width of its neck, at $\varphi=90^\circ$, is $40$ nm. Its sharpest convex points are the two ends, where $r=160$ nm, $r'=0$ and $r''=-240$ nm. There the polar curvature formula reduces to

$$
\kappa_0=\frac{r^2-rr''}{r^3}
=\frac{160+240}{160^2}\ \mathrm{nm}^{-1}
=\frac1{64}\ \mathrm{nm}^{-1}.
$$

The neck closes at a depth of $40$ nm, well before the curvature of the ends would diverge at $64$ nm. At a trial depth of $50$ nm, the ball condition confirms that the neck has vanished while material survives in both lobes. The curvature law is local and cannot by itself announce such a collision.

Sharpening of a peak must not be confused with an increase in its height. On the ripple, peak and valley both have horizontal tangents. Before $s_*$ their heights are $A-s$ and $-A-s$, so the peak-to-valley height stays at

$$
(A-s)-(-A-s)=2A=10\ \mathrm{nm}.
$$

Passing $s_*$ changes this. At the symmetry axis of the peak, the second derivative of the bracket in the ball condition with respect to $u$, taken at $u=0$, is

$$
h''(0)+\frac1s=-Aq^2+\frac1s.
$$

It is positive before $s_*$ and negative after it. Beyond $s_*$ the point $u=0$ is a local maximum, and the ball touches the original profile at two symmetric points, one on each flank. The elements from the rounded top have been removed, and the two flanks meet in a corner. Let $p$ be the slope magnitude at the contact points, which is also the slope of the front beside the corner. The derivative of the bracket with respect to $u$ vanishes at the minimum, so only the explicit dependence on $s$ contributes to the motion of the apex:

$$
\frac{dz_{\rm apex}}{ds}
=-\frac{s}{\sqrt{s^2-u^2}}
=-\sqrt{1+p^2}.
$$

The valley bottom still descends by one unit per unit of removed depth, because both $h$ and $-\sqrt{s^2-u^2}$ have their lowest values there at $u=0$. The apex now descends faster, and the ripple loses height. At a depth of 75 nm the slope beside the corner is $0.309$, so the apex descends at $\sqrt{1+0.309^2}=1.047$ times the rate of the valley. The peak-to-valley height has fallen from $10$ nm to $9.24$ nm.

That the ripple eventually flattens follows from a simple bound. For $s\ge\lambda/2$, the offset $u=\lambda/2$ is allowed in the ball condition at the peak axis. It reaches the original valley, of height $-A$, so

$$
z_{\rm apex}\le-A-\sqrt{s^2-\lambda^2/4}.
$$

Subtracting the valley height $-A-s$ gives

$$
z_{\rm apex}-z_{\rm valley}
\le s-\sqrt{s^2-\lambda^2/4}.
$$

For $s\gg\lambda$ the right-hand side approaches $\lambda^2/(8s)$, which tends to zero. Isotropic etching can therefore sharpen peaks at first and still reduce the peak-to-valley height later. The root-mean-square height does not wait for the corner: as the peaks narrow it falls from $3.54$ nm to $3.46$ nm at a depth of 25 nm and to $3.21$ nm at 50 nm. The corners come from flanks running into each other. They are not crystallographic facets, which would require a rate that depends on orientation.

On a surface curved in two directions, the same reasoning applies to each principal direction. Let $\mathbf n$ be the outward unit normal and let the front be $\mathbf r_s=\mathbf r_0-s\mathbf n$. With the present sign convention, a small step along principal direction $i$ satisfies $d\mathbf n=\kappa_i\,d\mathbf r_0$; a solid sphere, with $\mathbf n=\mathbf r_0/\rho$, confirms the sign. Hence

$$
d\mathbf r_s=d\mathbf r_0-s\,d\mathbf n=(1-\kappa_is)\,d\mathbf r_0.
$$

The step keeps its direction, so the tangent plane and the normal are unchanged. Writing $d\mathbf n$ in terms of the new step gives

$$
\kappa_i(s)=\frac{\kappa_i}{1-\kappa_is},\qquad i=1,2.
$$

For the mean curvature $H=(\kappa_1+\kappa_2)/2$ it follows that

$$
\frac{dH}{ds}=\frac{\kappa_1^2+\kappa_2^2}{2},
$$

where the curvatures on the right are those at depth $s$. A saddle sharpens along its convex direction and opens along its concave one. Take initial curvatures of $-0.04$ and $0.02\ \mathrm{nm}^{-1}$ and remove 20 nm:

$$
\kappa_1=\frac{-0.04}{1+0.8}=-0.0222\ \mathrm{nm}^{-1},
$$

$$
\kappa_2=\frac{0.02}{1-0.4}=0.0333\ \mathrm{nm}^{-1}.
$$

The mean curvature changes from $-0.0100$ to $0.0056\ \mathrm{nm}^{-1}$. By this measure the saddle has passed from mainly concave to mainly convex, although neither principal curvature has changed sign. The mean curvature alone therefore cannot say which directions are being rounded. A three-dimensional ball construction for a saddle turned away from the coordinate axes reproduces both principal curvatures.

Directional etching can combine an isotropic part with a part driven by a vertical beam. Suppose that the beam removes a fixed volume per incident particle and that no part of the surface is shadowed. The flux per unit surface area is proportional to $\cos\theta$, where $\theta$ is the angle between the surface normal and the vertical. The normal speed is then

$$
V=R_i+R_v\cos\theta,\qquad \cos\theta=\frac1W.
$$

At fixed horizontal position, a front with normal speed $V$ descends at $V/\cos\theta=VW$. With $W$ now evaluated on the moving profile $h(x,t)$,

$$
\frac{\partial h}{\partial t}=-VW=-R_iW-R_v.
$$

The last term is the same at every position. Define $g=h+\int_0^tR_v\,dt'$, which restores the uniform descent. Since $g$ and $h$ have the same slope,

$$
\frac{\partial g}{\partial t}
=-R_i\sqrt{1+\left(\frac{\partial g}{\partial x}\right)^2}.
$$

This is purely isotropic recession. The depth in the curvature law is therefore $s_i=\int_0^tR_i\,dt'$, not the total depth etched at a flat surface. If $R_i=0$, the profile moves down rigidly and neither peaks nor valleys change their curvature.

For the ripple with 25 nm of isotropic and 25 nm of vertical removal, the peak descends by 50 nm, yet its radius is $25.66$ nm, the value for 25 nm of isotropic etching alone. This was tested by moving surface markers along their normals at the combined speed $V$. The resulting front agreed with the isotropic front, lowered by a further 25 nm, to better than $10^{-10}$ nm, which measures numerical consistency and not physical precision. The separation rests on the product $W\cos\theta=1$. If the volume removed per particle varies with the angle of incidence, the beam term is no longer a uniform descent, and the vertical component can change the curvature as well.

## Computed values

```
Ripple amplitude A: 5.0 nm
Ripple wavelength: 100.0 nm
Etch per cycle: 0.50 nm
Initial peak curvature: 0.019739 1/nm
Initial peak and valley radius: 50.661 nm
Radii predicted by the curvature law:
  depth 0 nm, cycles 0: peak 50.661 nm, valley 50.661 nm
  depth 10 nm, cycles 20: peak 40.661 nm, valley 60.661 nm
  depth 25 nm, cycles 50: peak 25.661 nm, valley 75.661 nm
  depth 40 nm, cycles 80: peak 10.661 nm, valley 90.661 nm
  depth 50 nm, cycles 100: peak 0.661 nm, valley 100.661 nm
Radii measured on the ball-constructed front:
  depth 10 nm: peak 40.661 nm, valley 60.661 nm
  depth 25 nm: peak 25.661 nm, valley 75.661 nm
  depth 40 nm: peak 10.661 nm, valley 90.661 nm
Largest curvature error / initial peak curvature: 1.3e-05
Largest error of conserved slope: 1.0e-08
Cusp depth: 50.661 nm
Cusp cycle number: 101.3
Convex width at depth 0: 50.000 nm
Convex width at depth 25 nm: 35.014 nm
End-normal angle of cap: +/-10.0 degrees
Total turning angle of cap: 0.34907 rad
Peak cap length, depth 0 and 25 nm: 19.071, 10.345 nm
Valley arc length, depth 0 and 25 nm: 19.071, 27.798 nm
Peak-to-valley height at depth 0 nm: 10.0000 nm
Peak-to-valley height at depth 25 nm: 10.0000 nm
Peak-to-valley height at depth 50 nm: 10.0000 nm
Peak-to-valley height at depth 75 nm: 9.2360 nm
Slope beside cusp at depth 75 nm: 0.30914
Apex descent per unit removed depth at 75 nm: 1.04669
Saddle removed depth: 20.0 nm
Saddle initial curvatures: -0.04000, 0.02000 1/nm
Saddle final curvatures: -0.02222, 0.03333 1/nm
Saddle mean curvature, initial and final: -0.01000, 0.00556 1/nm
Peanut neck pinch depth: 40.00 nm
Peanut first local cusp depth: 64.00 nm
Mixed etch isotropic depth: 25.0 nm
Mixed etch vertical depth: 25.0 nm
Mixed etch largest front error: 4.7e-11 nm
```
